# Supercell permittivity of a polarisable defect and its image energy

## Problem

A cubic supercell of side $L$ and volume $V=L^3$ contains one defect in a host of relative permittivity $\varepsilon_h$. Model the defect as a sphere of radius $a<L/2$ and permittivity $\varepsilon_i$, with a point charge $q$ fixed at its centre. A uniform background of total charge $-q$ neutralises the cell. Both media respond linearly, locally and isotropically, and both permittivities refer to the same frequency regime.

(a) Find the permittivity $\varepsilon_{sc}$ that the periodic array shows to a weak uniform field. At what order in $1/V$ does it differ from $\varepsilon_h$?

(b) The point-charge image energy, periodic minus isolated, is
$$E_{img}(\varepsilon)=-\frac{\xi kq^2}{2\varepsilon L}.$$
Here $\xi$ is the cubic Madelung constant, $k=e^2/(4\pi\epsilon_0)$, and $q$ is counted in units of $e$. By how much does this value change if $\varepsilon_{sc}$ replaces $\varepsilon_h$?

(c) Does the electrostatic energy of the array itself contain the change found in (b)?

(d) Evaluate the results for $\varepsilon_h=3$, $\varepsilon_i=12$, $a=2$ Å, $q=1$ and several $L$. These are round model parameters.

Fields are written in Gaussian form, $\nabla\cdot\mathbf D=4\pi\rho$ and $\mathbf D=\varepsilon\mathbf E$. The factor $k$ converts the final energies to eV when lengths are in Å.

## Hints

1. For (a), first solve one sphere in a uniform local field. Then ask how that local field differs from the cell-averaged field.
2. The average of $\mathbf D$ differs from $\varepsilon_h$ times the average of $\mathbf E$ by an integral over the sphere alone.
3. For (b), subtract the reciprocals of the permittivities before expanding.
4. For (c), find the field that the images and the background produce at the defect centre. Then apply Gauss's law to a small sphere around the defect, remembering the background inside it.

## Solution

### (a) The permittivity of the cell

**One sphere.** Let the local field $E_{loc}$ point along $z$. The potentials outside and inside the sphere are
$$\phi_{out}=-E_{loc}\left(r-\frac{B}{r^2}\right)\cos\theta,\qquad \phi_{in}=-E_{in}\,r\cos\theta .$$
Write $b=B/a^3$. Continuity of the potential at $r=a$ gives $E_{in}=(1-b)E_{loc}$. Continuity of the normal displacement gives $\varepsilon_h(1+2b)E_{loc}=\varepsilon_iE_{in}$. Eliminating $E_{in}$,
$$\varepsilon_h(1+2b)=\varepsilon_i(1-b)\quad\Rightarrow\quad b=\beta\equiv\frac{\varepsilon_i-\varepsilon_h}{\varepsilon_i+2\varepsilon_h},\qquad E_{in}=\frac{3\varepsilon_h}{\varepsilon_i+2\varepsilon_h}E_{loc}.$$
The outer field is that of a dipole $p=\varepsilon_h\beta a^3E_{loc}$ embedded in the host, with potential $p\cos\theta/(\varepsilon_hr^2)$.

**Cell averages.** Since $D=\varepsilon_hE$ outside the sphere and $D=\varepsilon_iE$ inside it,
$$\bar D=\varepsilon_h\bar E+\frac1V\,\frac{4\pi a^3}{3}(\varepsilon_i-\varepsilon_h)E_{in}
=\varepsilon_h\bar E+\frac{4\pi}{V}\varepsilon_h\beta a^3E_{loc}
=\varepsilon_h\bar E+4\pi P,$$
with $P=p/V$. This $P$ is the polarisation in excess of the host's own.

**The local field.** Draw a large sphere around one site. The other dipoles inside it produce a field at the site proportional to $\sum(3n_z^2-1)/R^3$, where $n_z$ is the direction cosine of the lattice vector. In each cubic shell the averages of $n_x^2$, $n_y^2$ and $n_z^2$ are equal and sum to one, so each is $1/3$ and the sum vanishes. The dipoles outside the large sphere can be treated as a continuum. Their field is the average field minus the field of a uniformly polarised sphere in the host, which is $-4\pi P/(3\varepsilon_h)$. Hence
$$E_{loc}=\bar E+\frac{4\pi P}{3\varepsilon_h}.$$

**Elimination.** Let $f=4\pi a^3/(3V)$ be the volume fraction and $X=4\pi P/(3\varepsilon_h)$. From $P=\varepsilon_h\beta a^3E_{loc}/V$ it follows that $X=f\beta E_{loc}=f\beta(\bar E+X)$, so $X=f\beta\bar E/(1-f\beta)$. Since $4\pi P=3\varepsilon_hX$,
$$\varepsilon_{sc}=\frac{\bar D}{\bar E}=\varepsilon_h+\frac{3\varepsilon_hf\beta}{1-f\beta}=\varepsilon_h\,\frac{1+2f\beta}{1-f\beta}.$$
This is the Maxwell-Garnett formula. It treats the local field as uniform over each sphere, which neglects higher multipoles and suits small $f$. Expanding $1/(1-f\beta)$ gives
$$\varepsilon_{sc}-\varepsilon_h=3\varepsilon_hf\beta+O(f^2)=\frac{4\pi\varepsilon_h\beta a^3}{V}+O(V^{-2}).$$
The difference is of order $1/V$. It is positive for a defect more polarisable than the host and negative for a less polarisable one. It vanishes for $\varepsilon_i=\varepsilon_h$, and $\beta\to1$ for a perfectly polarisable sphere.

### (b) The change in the evaluated image energy

The exact difference of reciprocals within Maxwell-Garnett theory is
$$\frac1{\varepsilon_h}-\frac1{\varepsilon_{sc}}=\frac1{\varepsilon_h}\left[1-\frac{1-f\beta}{1+2f\beta}\right]=\frac1{\varepsilon_h}\,\frac{3f\beta}{1+2f\beta}.$$
Therefore
$$\Delta E=E_{img}(\varepsilon_{sc})-E_{img}(\varepsilon_h)=\frac{\xi kq^2}{2L}\left(\frac1{\varepsilon_h}-\frac1{\varepsilon_{sc}}\right)=\frac{\xi kq^2}{2\varepsilon_hL}\,\frac{3f\beta}{1+2f\beta}.$$
Inserting $3f=4\pi a^3/L^3$ and expanding the denominator,
$$\Delta E=\frac{2\pi\xi kq^2\beta a^3}{\varepsilon_hL^4}+O(L^{-7}).$$
One factor $1/L$ comes from the image energy and three come from the dilution of the defect. For $\beta>0$ the evaluated image energy becomes less negative.

### (c) The energy of the array itself

The substitution assumes that the images polarise each inclusion as a uniform field would. They do not. The potential of all images and the background is even under inversion through a defect site, so its gradient vanishes there. The images induce no dipole on the centred sphere, whereas $\varepsilon_{sc}$ was derived from precisely such a dipole. The energy must be found directly.

**Reference cell.** Take the same point charge and background in a uniform host $\varepsilon_h$. Its periodic energy minus its isolated energy is $-\xi kq^2/(2\varepsilon_hL)$, by the definition of $\xi$.

**Inserting the sphere.** Near the site, the reference potential has a spherical part and, by cubic symmetry, further parts starting at angular momentum $l=4$. The $l=4$ part has amplitude proportional to $qr^4/(\varepsilon_hL^5)$. Leave these parts aside for the moment. By Gauss's law the spherical displacement is fixed by the enclosed charge,
$$D(r)=\frac{Q(r)}{r^2},\qquad Q(r)=q\left(1-\frac{4\pi r^3}{3V}\right),$$
whatever the permittivity. The field outside the sphere therefore stays as it was, and inside it $E$ changes from $D/\varepsilon_h$ to $D/\varepsilon_i$.

**Energy change.** The energy of a neutral periodic cell is $\frac1{8\pi}\int\mathbf D\cdot\mathbf E\,dV$, because the surface terms cancel between opposite faces. With $dV=4\pi r^2dr$, inserting the sphere changes it by
$$\delta U=\frac k2\left(\frac1{\varepsilon_i}-\frac1{\varepsilon_h}\right)\int_0^a\frac{Q(r)^2}{r^2}\,dr .$$
Squaring the enclosed charge,
$$\frac{Q^2}{r^2}=\frac{q^2}{r^2}-\frac{8\pi q^2}{3V}\,r+\left(\frac{4\pi q}{3V}\right)^2r^4 .$$
The first term diverges at $r=0$ for a point charge, but it doesn't depend on $L$. With any small core cutoff it is the same for the isolated defect and cancels in the difference. The second term integrates to $-4\pi q^2a^2/(3V)$ and the third to $(4\pi q/3V)^2a^5/5$. Hence
$$E_{per}-E_{iso}=-\frac{\xi kq^2}{2\varepsilon_hL}+\frac{C}{L^3}+O(L^{-6}),\qquad C=\frac{2\pi kq^2a^2}{3}\left(\frac1{\varepsilon_h}-\frac1{\varepsilon_i}\right).$$

**The parts left aside.** Let $\mathbf E_0$, $\mathbf D_0$ and $\phi_0$ belong to the reference cell, and $\mathbf E$, $\mathbf D$ and $\phi$ to the cell with the sphere. Both have the same charge density $\rho$, so integrating by parts over the periodic cell gives $\int\mathbf E\cdot\mathbf D_0\,dV=4\pi\int\rho\phi\,dV$ and $\int\mathbf E_0\cdot\mathbf D\,dV=4\pi\int\rho\phi_0\,dV$. Half the difference of the $\rho\phi$ integrals is the energy change, which in Gaussian form is therefore
$$\frac1{8\pi}\int(\mathbf E\cdot\mathbf D_0-\mathbf E_0\cdot\mathbf D)\,dV=-\frac{\varepsilon_i-\varepsilon_h}{8\pi}\int_{r<a}\mathbf E\cdot\mathbf E_0\,dV .$$
This integral covers the sphere alone, so parts of different $l$ do not mix in it. Its spherical part reproduces $\delta U$ above. In its $l=4$ part both fields are of order $L^{-5}$, so that part contributes at order $L^{-10}$.

The answer to (c) is no. In this model the array energy has no $L^{-4}$ term, and the permittivity in its $1/L$ term is $\varepsilon_h$. The $L^{-4}$ change in (b) belongs to the correction formula when it is given the wrong input. The physical effect of the inclusion is the $L^{-3}$ term: the background charge inside the sphere weakens the displacement there, and the energy of that displacement depends on $\varepsilon_i$.

The argument needs a charge centred on a spherically symmetric inclusion that fits in the cell. It does not cover an off-centre charge, an inclusion with a permanent or charge-induced dipole, or a defect state that spreads through the cell.

### (d) Numbers

The inputs give $\beta=(12-3)/(12+6)=0.5$. At $L=10$ Å, $f=0.03351$ and $f\beta=0.016755$, so
$$\varepsilon_{sc}=3\times\frac{1.03351}{0.983245}=3.1534 .$$
A multipole solution of the boundary-value problem in the cubic cell, which does not use the Maxwell-Garnett formula, agrees to the digits shown. With $k=14.39965$ eV Å and $\xi=2.837297$,
$$E_{img}(\varepsilon_h)=-\frac{2.837297\times14.39965}{2\times3\times10}\ \text{eV}=-680.9\ \text{meV},$$
while $\varepsilon_{sc}$ gives $-647.8$ meV. The change is $33.1$ meV. The leading form, $342.275/10^4$ eV, gives $34.2$ meV; dividing it by $1+2f\beta=1.0335$ recovers the full value.

The genuine term has $C=30.159$ eV Å$^3$. Energies in meV compare as follows.

| $L$ (Å) | $\Delta E$ from $\varepsilon_{sc}$ | $C/L^3$ |
|---:|---:|---:|
| 10 | 33.1 | 30.2 |
| 15 | 6.69 | 8.94 |
| 20 | 2.13 | 3.77 |
| 40 | 0.134 | 0.471 |

Between 20 and 40 Å the evaluated shift varies as $L^{-3.995}$. The small departure from $-4$ comes from the factor $1/(1+2f\beta)$.

The two columns nearly coincide at 10 Å. Equating the leading forms estimates where they cross:
$$L_\times=\frac{2\pi\xi\beta a^3/\varepsilon_h}{(2\pi a^2/3)(\varepsilon_i-\varepsilon_h)/(\varepsilon_h\varepsilon_i)}=\frac{3\xi a\,\varepsilon_i}{\varepsilon_i+2\varepsilon_h}=11.3\ \text{Å}.$$
Keeping the factor $1/(1+2f\beta)$ moves the crossing to about 11.1 Å. This coincidence can mislead. Through order $L^{-3}$, the true difference at 10 Å is $-680.9+30.2=-650.8$ meV, using unrounded terms. The bare $1/L$ formula with $\varepsilon_{sc}$ gives $-647.8$ meV, closer than the same formula with $\varepsilon_h$. The agreement is accidental, because an $L^{-4}$ error stands in for a missing $L^{-3}$ term. At 40 Å it replaces less than a third of that term. Once $C/L^3$ is included, using $\varepsilon_{sc}$ gives $-617.7$ meV at 10 Å, which differs from the $-650.8$ meV above by the full 33.1 meV. The third term of the square in (c), of order $L^{-6}$, adds a further $-0.2$ meV to the true value at this size.

The correction added to a periodic energy has the opposite sign, $E_{iso}-E_{per}$. At 10 Å it is $+650.8$ meV through order $L^{-3}$. The $L^{-3}$ term has a second reading. Inside the sphere the potential of the point charge changes by $kq(1/\varepsilon_i-1/\varepsilon_h)(1/r-1/a)$, whose cell average is $-C/(qL^3)$. If the potential is set to zero mean in each cell, the sphere therefore raises the potential far from the defect by $C/(qL^3)$ at leading order, relative to the point charge in the uniform host. A scheme that aligns the far potential against that reference already contains this term, and $C/L^3$ must not be counted a second time.

## Variation 1: a smooth inclusion and a spread charge

**Question.** Replace the sphere by a radial profile $\varepsilon(r)$ that tends to $\varepsilon_h$ well inside the cell. Replace the point charge by a spherical distribution with enclosed charge $q(r)$. What becomes of $C$?

**Solution.** Put $c=4\pi q/(3V)$. The enclosed charge including background is $q(r)-cr^3$. Relative to the point charge in the uniform host, the energy is
$$\delta U=\frac k2\int_0^\infty\left\{\frac{[q(r)-cr^3]^2}{\varepsilon(r)r^2}-\frac{[q-cr^3]^2}{\varepsilon_hr^2}\right\}dr ,$$
where the upper limit may be extended because the integrand vanishes outside the defect. The part linear in $c$ gives
$$C=\frac{4\pi kq}{3}\int_0^\infty\left[\frac q{\varepsilon_h}-\frac{q(r)}{\varepsilon(r)}\right]r\,dr .$$
For the sharp sphere and point charge this returns the earlier $C$. The part quadratic in $c$ is
$$\frac{kc^2}{2}\int_0^\infty r^4\left[\frac1{\varepsilon(r)}-\frac1{\varepsilon_h}\right]dr ,$$
which is of order $L^{-6}$ and negative when $\varepsilon(r)>\varepsilon_h$.

This version can be tested by solving the periodic Poisson equation on a grid. Take $\varepsilon(r)=3+9e^{-r^2/w^2}$ with $w=1$ Å and a unit charge density proportional to $e^{-r^2/s^2}$ with $s=0.7$ Å. Then $C=16.774$ eV Å$^3$. For $L=8$ Å the grid gives $E_{per}-E_{iso}=-818.64$ meV, against $-818.41$ meV from the $1/L$ and $L^{-3}$ terms with $\varepsilon_h$. The remainder is $-0.23$ meV. Using that cell's own permittivity, 3.0769, would have shifted the result by $21.27$ meV. At 12 Å the remainder is $-0.020$ meV and the supposed shift $4.25$ meV. The remainder falls as $L^{-6.02}$, with the sign and power of the quadratic term.

## Variation 2: the bulk value from two defect cells

**Question.** Suppose that $\varepsilon_{sc}$ is known for two cells of volumes $V_1$ and $V_2$, but $\varepsilon_h$ is not. Estimate $\varepsilon_h$.

**Solution.** Write $\varepsilon_j=\varepsilon_h+A/V_j$ for each cell. Multiplying by $V_j$ and subtracting removes $A$:
$$\varepsilon_h\simeq\frac{V_2\varepsilon_2-V_1\varepsilon_1}{V_2-V_1}.$$
The sharp-sphere values at 10 and 20 Å give
$$\varepsilon_h\simeq\frac{8000\times3.018889-1000\times3.153366}{7000}=2.9997 .$$
The error is about 0.01% of $\varepsilon_h$, compared with 5% for the 10 Å cell used alone. It comes from the neglected $V^{-2}$ term: if that term is $A_2/V^2$, the estimate is shifted by $-A_2/(V_1V_2)$. Here $A_2=3\varepsilon_h\beta^2(4\pi a^3/3)^2$ is positive, so the estimate lies slightly below 3. The extrapolation requires the same defect, charge state and frequency regime in both cells, and cells large enough for the $1/V$ term to dominate.

## Computed results

```
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV angstrom
Madelung constant xi = 2.837297 (dimensionless)
host permittivity = 3.0, inclusion = 12.0 (dimensionless)
sphere radius a = 2.0 angstrom, charge = 1 e, beta = 0.5000
permittivity shift times V, leading = 150.796 angstrom^3
L^-4 coefficient = 342.275 eV angstrom^4
true L^-3 coefficient = 30.159 eV angstrom^3
L = 10 angstrom: V = 1000 angstrom^3, f = 0.033510
  permittivity: Maxwell-Garnett 3.153366, numerical 3.153367
  image energy with bulk permittivity = -680.935 meV
  image energy with cell permittivity = -647.817 meV
  difference = 33.1180 meV, leading L^-4 form = 34.2275 meV
  true L^-3 term = 30.1585 meV
L = 15 angstrom: V = 3375 angstrom^3, f = 0.009929
  permittivity: Maxwell-Garnett 3.044903, numerical 3.044904
  image energy with bulk permittivity = -453.956 meV
  image energy with cell permittivity = -447.262 meV
  difference = 6.6945 meV, leading L^-4 form = 6.7610 meV
  true L^-3 term = 8.9359 meV
L = 20 angstrom: V = 8000 angstrom^3, f = 0.004189
  permittivity: Maxwell-Garnett 3.018889, numerical 3.018889
  image energy with bulk permittivity = -340.467 meV
  image energy with cell permittivity = -338.337 meV
  difference = 2.1303 meV, leading L^-4 form = 2.1392 meV
  true L^-3 term = 3.7698 meV
L = 40 angstrom: V = 64000 angstrom^3, f = 0.000524
  permittivity: Maxwell-Garnett 3.002357, numerical 3.002357
  image energy with bulk permittivity = -170.234 meV
  image energy with cell permittivity = -170.100 meV
  difference = 0.1336 meV, leading L^-4 form = 0.1337 meV
  true L^-3 term = 0.4712 meV
power of L from 20 to 40 angstrom: permittivity shift -3.0026
power of L from 20 to 40 angstrom: evaluated energy shift -3.9947
smooth model: inclusion width 1.0, charge width 0.7 angstrom
smooth model: isolated energy = 2.106801 eV
smooth model: L^-3 coefficient = 16.7743 eV angstrom^3
smooth cell L = 8 angstrom: permittivity = 3.076904
  periodic minus isolated energy = -818.6394 meV
  bulk 1/L term plus L^-3 term = -818.4061 meV
  remainder = -0.2334 meV, shift from cell permittivity = 21.2741 meV
smooth cell L = 12 angstrom: permittivity = 3.022650
  periodic minus isolated energy = -557.7585 meV
  bulk 1/L term plus L^-3 term = -557.7382 meV
  remainder = -0.0203 meV, shift from cell permittivity = 4.2521 meV
remainder falls as L to the power -6.02
```
